# Does a small exciton mass guarantee Bose condensation in two dimensions?: a program that tests the result

```python
"""
Result under test: a uniform ideal 2D exciton gas has
    mu = kT ln(1 - exp(-D)) < 0,   D = n lambda^2 / g,
for every finite density n and temperature T > 0.
mu: chemical potential measured from the k=0 exciton energy
lambda: thermal wavelength, lambda^2 = 2 pi hbar^2 / (M kT)
M: exciton mass in electron masses; g: number of equivalent components
x = -mu/kT; xi = hbar/sqrt(2 M |mu|): coherence length
Internal units: nm, eV, K. Boxes are periodic with side L.
"""
from math import isqrt
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, trapezoid
from scipy.optimize import brentq
from scipy.special import j0, k0, zeta

KB = const.k / const.e
HBAR2 = const.hbar**2 / (const.m_e * const.e) * 1e18  # eV nm^2 m0


def close(value, reference, tolerance):
    return abs(value - reference) <= tolerance * abs(reference)


def wavelength(mass, temp):
    return np.sqrt(2 * np.pi * HBAR2 / (mass * KB * temp))


def reduced_gap(D):
    """Derived formula for x = -mu/kT."""
    return -np.log1p(-np.exp(-D))


def bose_integral(x, mass, g, temp, distance=0.0, energy_top=None):
    """Momentum integral of the Bose occupation, with kernel J0(k r)."""
    kT = KB * temp
    top = 60 * kT if energy_top is None else energy_top
    k_low = np.sqrt(2 * mass * x * kT / HBAR2) * np.exp(-18)
    k_high = np.sqrt(2 * mass * top / HBAR2)
    y = np.linspace(np.log(k_low), np.log(k_high), 60001)
    k = np.exp(y)
    occupation = 1 / np.expm1(HBAR2 * k**2 / (2 * mass * kT) + x)
    return g * trapezoid(k**2 * j0(k * distance) * occupation, y) / (2 * np.pi)


def box_levels(dimension, ratio):
    """Nonzero squared integer wavevectors and multiplicities; ratio=L/lambda."""
    s_max = int(40 * ratio**2 / np.pi)
    counts = np.zeros(s_max + 1)
    counts[0] = 1
    counts[np.arange(1, isqrt(s_max) + 1)**2] = 2
    for _ in range(dimension - 1):
        filled = np.flatnonzero(counts)
        new = counts.copy()
        for m in range(1, isqrt(s_max) + 1):
            chosen = filled[filled + m*m <= s_max]
            new[chosen + m*m] += 2 * counts[chosen]
        counts = new
    s = np.flatnonzero(counts)[1:]
    return s, counts[s]


def solve_box(dimension, ratio, number):
    """Exact finite-box x and k=0 fraction for one component."""
    s, weight = box_levels(dimension, ratio)
    energy = np.pi * s / ratio**2

    def surplus(log_x):
        x = np.exp(log_x)
        return 1/np.expm1(x) + np.sum(weight/np.expm1(energy + x)) - number

    x = np.exp(brentq(surplus, -30, 5))
    return x, 1 / np.expm1(x) / number


def excited_capacity(ratio):
    """Largest excited density times lambda^2/g in a 2D square."""
    s, weight = box_levels(2, ratio)
    return np.sum(weight / np.expm1(np.pi * s / ratio**2)) / ratio**2


# Rough interlayer-exciton parameters and two hypothetical lighter masses
density, temp, g = 0.01, 10.0, 4
masses = (0.8, 0.2, 0.02)
kT = KB * temp
print(f"density: {density*1e14:.2e} cm^-2")
print(f"temperature: {temp:.1f} K; components g: {g}")
print(f"thermal energy kT: {kT*1e3:.4f} meV")

# Constant density of states: mode count grows as the area of a k-space disc
s, weight = box_levels(2, 100)
assert close(1 + weight.sum(), np.pi * s[-1], 2e-3)

# Size constant in the logarithmic excited-state capacity
size_constant = excited_capacity(300) - np.log(300**2)
assert abs(excited_capacity(75) - np.log(75**2) - size_constant) < 2e-4
print(f"size constant C: {size_constant:.4f}")

results = {}
for mass in masses:
    lam = wavelength(mass, temp)
    D = density * lam**2 / g
    x = reduced_gap(D)
    xi = np.sqrt(HBAR2 / (2 * mass * x * kT))
    low_fraction = np.log1p(np.exp(-x)) / D
    crossover = lam * np.exp((D - size_constant) / 2)
    assert close(bose_integral(x, mass, g, temp), density, 1e-8)
    low_density = bose_integral(x, mass, g, temp, energy_top=x*kT)
    assert close(low_density / density, low_fraction, 1e-6)
    for distance in (3 * lam, 5 * lam):
        direct = bose_integral(x, mass, g, temp, distance)
        assert close(direct, 2*g/lam**2 * k0(distance/xi), 1e-5)
    results[mass] = (lam, D, x, xi, crossover)
    print(f"--- exciton mass: {mass:.2f} m0")
    print(f"thermal wavelength: {lam:.2f} nm")
    print(f"degeneracy temperature D*T: {D*temp:.2f} K")
    print(f"D: {D:.4f}; -mu/kT: {x:.4e}")
    print(f"mu: {-x*kT*1e3:.4e} meV = {-x*temp:.4e} K")
    print(f"k=0 occupation per component: {np.expm1(D):.4e}")
    print(f"fraction with energy below |mu|: {low_fraction:.4f}")
    print(f"coherence length: {xi:.4e} nm")
    print(f"crossover box side: {crossover:.4e} nm")

# Logarithmic divergence of the density as mu approaches zero
lam, D, x, xi, crossover = results[0.2]
increase = (bose_integral(1e-7, 0.2, g, temp)
            - bose_integral(1e-6, 0.2, g, temp)) * lam**2 / g
assert close(increase, np.log(10), 1e-5)
assert close(excited_capacity(crossover / lam), D, 1e-3)

# Exact finite squares, then the approach to the infinite-area result
print("--- finite squares")
fractions = []
for side in (1000, 4000, 16000):
    x_box, fraction = solve_box(2, side/lam, density*side**2/g)
    fractions.append(fraction)
    print(f"0.20 m0, side {side} nm: k=0 fraction {fraction:.5f}")
assert fractions[0] > fractions[1] > fractions[2]
assert close(x_box, x, 1e-6)
assert close(fractions[2]*density*16000**2/g, np.expm1(D), 1e-5)
lam_light = results[0.02][0]
_, light_fraction = solve_box(2, 16000/lam_light, density*16000**2/g)
assert light_fraction > 100 * fractions[2]
print(f"0.02 m0, side 16000 nm: k=0 fraction {light_fraction:.5f}")

# Three dimensions at twice the critical density: condensate survives
fractions_3d = []
for ratio in (20, 80):
    x_3d, fraction = solve_box(3, ratio, 2*zeta(1.5)*ratio**3)
    assert x_3d > 0
    fractions_3d.append(fraction)
    print(f"3D box, L/lambda={ratio}: k=0 fraction {fraction:.4f}")
assert abs(fractions_3d[1] - 0.5) < 0.01
assert abs(fractions_3d[1] - 0.5) < abs(fractions_3d[0] - 0.5)

# A 2D harmonic trap has finite excited capacity at fixed N*omega^2
trap_ratio = 1e4
m = np.arange(1, int(40 * trap_ratio))
trap_capacity = np.sum((m + 1)/np.expm1(m/trap_ratio))/trap_ratio**2
assert close(trap_capacity, zeta(2), 2e-3)

# Vortex energy: half the integral of |grad phase|^2 is pi ln(R2/R1)
grid = np.arange(-200, 200) + 0.5
X, Y = np.meshgrid(grid, grid)
phase = np.arctan2(Y, X)
dx = np.angle(np.exp(1j*np.diff(phase, axis=1)))[:-1, :]
dy = np.angle(np.exp(1j*np.diff(phase, axis=0)))[:, :-1]
radius = np.hypot(X[:-1, :-1] + 0.5, Y[:-1, :-1] + 0.5)
annulus = (radius > 40) & (radius < 160)
vortex_energy = 0.5 * np.sum((dx**2 + dy**2)[annulus])
assert close(vortex_energy, np.pi*np.log(4), 0.01)

# Rough sizes of effects absent from the ideal model, for M=0.8 m0
mass, separation, permittivity = 0.8, 0.6, 5.0
radius_x, binding, disorder, lifetime = 2.0, 0.15, 0.005, 1e-7
gap = results[mass][2] * kT
coulomb = const.e/(4*np.pi*const.epsilon_0*permittivity)*1e9


def dipole_kernel(r):
    diagonal = np.hypot(r, separation)
    return 2 * separation**2 / (diagonal * (diagonal + r))


coupling = 2*np.pi*coulomb*quad(dipole_kernel, 0, np.inf)[0]
plate = const.e*separation*1e9/(const.epsilon_0*permittivity)
assert close(coupling, plate, 1e-7)
bkt_bound = np.pi*HBAR2*density/(2*mass*KB)
D_single = density*wavelength(mass, temp)**2
D_room = density*wavelength(mass, 300)**2/g
print("--- neglected effects, 0.80 m0")
print(f"layer separation: {separation:.1f} nm; permittivity: {permittivity:.1f}")
print(f"mean-field repulsion: {density*coupling*1e3:.2f} meV")
print(f"coupling M*u/hbar^2: {mass*coupling/HBAR2:.2f}")
print(f"one-component superfluid upper bound: {bkt_bound:.2f} K")
print(f"exciton radius: {radius_x:.1f} nm; n*a^2: {density*radius_x**2:.3f}")
print(f"binding: {binding*1e3:.0f} meV; binding/kT: {binding/kT:.1f}")
print(f"disorder: {disorder*1e3:.1f} meV; disorder/|mu|: {disorder/gap:.1f}")
broadening = const.hbar/const.e/lifetime
print(f"lifetime: {lifetime*1e9:.0f} ns; hbar/lifetime: {broadening*1e3:.2e} meV")
print(f"lifetime broadening/|mu|: {broadening/gap:.2e}")
print(f"mu if only one component: {-reduced_gap(D_single)*kT*1e3:.4e} meV")
print(f"300 K: D={D_room:.4f}, mu={-reduced_gap(D_room)*KB*300*1e3:.2f} meV")
print("all tests passed")
```

Output:

```
density: 1.00e+12 cm^-2
temperature: 10.0 K; components g: 4
thermal energy kT: 0.8617 meV
size constant C: -0.3219
--- exciton mass: 0.80 m0
thermal wavelength: 26.35 nm
degeneracy temperature D*T: 17.36 K
D: 1.7362; -mu/kT: 1.9381e-01
mu: -1.6701e-01 meV = -1.9381e+00 K
k=0 occupation per component: 4.6760e+00
fraction with energy below |mu|: 0.3461
coherence length: 1.6887e+01 nm
crossover box side: 7.3749e+01 nm
--- exciton mass: 0.20 m0
thermal wavelength: 52.71 nm
degeneracy temperature D*T: 69.45 K
D: 6.9450; -mu/kT: 9.6394e-04
mu: -8.3066e-04 meV = -9.6394e-03 K
k=0 occupation per component: 1.0369e+03
fraction with energy below |mu|: 0.0997
coherence length: 4.7889e+02 nm
crossover box side: 1.9945e+03 nm
--- exciton mass: 0.02 m0
thermal wavelength: 166.67 nm
degeneracy temperature D*T: 694.50 K
D: 69.4496; -mu/kT: 6.8930e-31
mu: -5.9399e-31 meV = -6.8930e-30 K
k=0 occupation per component: 1.4507e+30
fraction with energy below |mu|: 0.0100
coherence length: 5.6631e+16 nm
crossover box side: 2.3581e+17 nm
--- finite squares
0.20 m0, side 1000 nm: k=0 fraction 0.24394
0.20 m0, side 4000 nm: k=0 fraction 0.02590
0.20 m0, side 16000 nm: k=0 fraction 0.00162
0.02 m0, side 16000 nm: k=0 fraction 0.87334
3D box, L/lambda=20: k=0 fraction 0.5274
3D box, L/lambda=80: k=0 fraction 0.5068
--- neglected effects, 0.80 m0
layer separation: 0.6 nm; permittivity: 5.0
mean-field repulsion: 21.71 meV
coupling M*u/hbar^2: 22.80
one-component superfluid upper bound: 17.36 K
exciton radius: 2.0 nm; n*a^2: 0.040
binding: 150 meV; binding/kT: 174.1
disorder: 5.0 meV; disorder/|mu|: 29.9
lifetime: 100 ns; hbar/lifetime: 6.58e-06 meV
lifetime broadening/|mu|: 3.94e-05
mu if only one component: -8.3066e-04 meV
300 K: D=0.0579, mu=-74.41 meV
all tests passed
```
